Neutral donors and the electron mobility of cold silicon

**Setting and data for all parts**

A crystal contains N = 1.0×10¹⁷ cm⁻³ neutral donors. Each is treated as a hydrogen atom of enlarged size, with effective Bohr radius a = 2.0 nm. Conduction electrons have an isotropic effective mass m and energy ħ²k²/(2m). They are few enough to obey Maxwell-Boltzmann statistics, and they scatter elastically from one donor at a time. The temperature is T = 30 K and the relative permittivity is ε_r = 11.7, a rough value for silicon.

Erginsoy's result for the cross-section of a neutral donor is

σ = 20 a/k.

It is a rounded fit to s-wave scattering of electrons by hydrogen, for ka between roughly 0.2 and 0.5. The symbol e is the positive elementary charge, and mobility is drift speed divided by field.

**(a) Find the effective mass and the binding energy that belong to this donor.**

*Answer.* The donor electron moves in the screened Coulomb field of one positive charge:

−(ħ²/2m) ∇²φ − e²/(4πε₀ε_r r) φ = Eφ.

Try φ = exp(−r/a). For a function of r alone, ∇²φ = φ″ + (2/r)φ′, so

∇²φ = [1/a² − 2/(ar)] φ.

The equation must hold at every r. The terms in 1/r and the constant terms therefore balance separately:

ħ²/(ma) = e²/(4πε₀ε_r), E = −ħ²/(2ma²).

The first relation gives a = 4πε₀ε_rħ²/(me²). For ordinary hydrogen, ε_r = 1 and m = m_e, and the same expression is the Bohr radius a_H = 0.0529 nm. Dividing one by the other,

a = ε_r (m_e/m) a_H,

m/m_e = ε_r a_H/a = 11.7 × 0.0529/2.0 = 0.310.

The binding energy, called Ry* below, is smaller than the 13.6 eV of hydrogen by the factor (m_e/m)(a_H/a)². Since a_H/a = (m/m_e)/ε_r, this factor equals (m/m_e)/ε_r², and

Ry* = 13.6 eV × 0.310/11.7² = 30.8 meV.

**(b) Derive the s-wave cross-section of a donor for unpolarized electrons. Use it to show that σ = 20a/k must fail both at small and at large k.**

*Answer.* The s-wave part of the incident plane wave is sin(kr)/(kr). Outside the donor, scattering can only shift the phase of the standing wave, by an angle δ. The full s wave is e^{iδ} sin(kr + δ)/(kr), where the prefactor is chosen so that the incoming part is unchanged. The scattered wave is the difference:

[e^{iδ} sin(kr + δ) − sin(kr)]/(kr)

= [e^{2iδ}e^{ikr} − e^{−ikr} − e^{ikr} + e^{−ikr}]/(2ikr)

= (e^{2iδ} − 1)/(2ik) · e^{ikr}/r

= e^{iδ} (sin δ)/k · e^{ikr}/r.

The scattering amplitude is thus e^{iδ} sin δ/k, the same in all directions. Its squared modulus, multiplied by the full solid angle 4π, is the cross-section 4π sin²δ/k².

The donor also holds an electron. The two spins form one singlet state and three triplet states. The singlet goes with a spatial wave function that is symmetric under exchange of the electrons, the triplet with an antisymmetric one, so the phase shifts δ_s and δ_t differ. For unpolarized spins the four states are equally likely:

σ = (4π/k²) [¼ sin²δ_s + ¾ sin²δ_t].

*Large k.* The bracket cannot exceed 1, so an s-wave cross-section obeys σ ≤ 4π/k². Putting in the fit,

20a/k ≤ 4π/k², hence ka ≤ π/5 = 0.63.

Above this value the fit asks for more s-wave scattering than is possible.

*Small k.* Just outside a short-range scatterer, r times a very slow s wave is nearly a straight line, proportional to r − A, where A is the scattering length. Expanding sin(kr + δ) ≈ kr + δ, up to a sign, and comparing zeros gives δ = −kA, apart from a multiple of π that does not affect sin²δ. Then

σ → 4π [¼A_s² + ¾A_t²],

which is finite, whereas 20a/k grows without limit. The fit therefore overestimates the scattering of very slow electrons. Between the two failures it is a convenient interpolation, and the number 20 is not a constant of nature.

**(c) Obtain the relaxation rate, and show that these donors limit the mobility to about 3800 cm²/Vs.**

*Answer.* In unit time an electron of speed v meets the donors in a volume σv, so it scatters Nσv times. What matters for the current is the loss of forward momentum. A collision through angle θ removes the fraction 1 − cos θ. The s wave scatters equally in all directions, cos θ averages to zero, and each collision removes the whole forward momentum on average. The momentum relaxation rate is therefore the collision rate itself. With v = ħk/m,

1/τ = Nσv = N (20a/k)(ħk/m) = 20ħaN/m.

This is Erginsoy's rate. The wave number has cancelled: faster electrons meet more donors but see each one as a smaller target.

To connect τ with mobility, apply a field F along x. The force on an electron is −eF. In the steady state the change of the velocity distribution f caused by the force balances its relaxation towards the equilibrium form f₀:

−(eF/m) ∂f/∂v_x = −(f − f₀)/τ.

To first order in F, replace f by f₀ on the left. Since f₀ is proportional to exp(−mv²/2k_BT),

∂f₀/∂v_x = −(mv_x/k_BT) f₀,

f − f₀ = (eFτ/m) ∂f₀/∂v_x = −(eFτv_x/k_BT) f₀.

The equilibrium part carries no drift. Averaging v_x over the remainder, and using the equality of the three directions to replace v_x² by v²/3,

⟨v_x⟩ = −eF⟨v²τ⟩/(3k_BT).

The minus sign says that electrons drift against the field. The mobility is

μ = e⟨v²τ⟩/(3k_BT).

This form is also valid when τ depends on energy. Here τ is constant and comes out of the average, and ⟨v²⟩ = 3k_BT/m, so

μ_N = eτ/m = e/(20ħaN).

The mass cancels as well. A heavier electron responds less to the field, but at given k it moves more slowly and collides less often. This cancellation holds at fixed a. If the mass changes in a given host crystal, a changes with it according to part (a).

For the numbers, N = 1.0×10²³ m⁻³ and a = 2.0×10⁻⁹ m:

20aN = 4.0×10¹⁵ m⁻²,

e/ħ = 1.519×10¹⁵ V⁻¹s⁻¹,

μ_N = 1.519×10¹⁵/(4.0×10¹⁵) = 0.380 m²/Vs.

One square metre is 10⁴ cm², so μ_N ≈ 3800 cm²/Vs, as required. The relaxation time is τ = mμ_N/e = 0.67 ps.

**(d) Does the fit apply at 30 K, and over what range of temperature? Judge the factor 20 from the values below.**

The phase shifts were computed in the static-exchange approximation. It keeps the undistorted charge cloud of the donor and the exchange of the two electrons, and leaves out the polarization of the cloud. The s-wave results are:

- ka = 0.05: kσ/a = 11.9
- ka = 0.20: kσ/a = 23.7
- ka = 0.30: kσ/a = 22.9
- ka = 0.40: kσ/a = 21.1
- ka = 0.50: kσ/a = 19.2

*Answer.* Take the mean thermal energy, ħ²k²/(2m) = 1.5k_BT. Dividing by Ry* = ħ²/(2ma²) gives

(ka)² = 1.5k_BT/Ry*.

At 30 K, k_BT = 2.59 meV and (ka)² = 3.88/30.8, so ka = 0.355. This lies inside the window, although 31 % of the transport weight defined below lies above ka = 0.5 and 9 % above ka = 0.63. Because (ka)² is proportional to T, the limits ka = 0.2 and ka = 0.5 correspond to 9.5 K and 59.5 K. The absolute limit ka = 0.63 from part (b) is reached near 94 K. These temperatures refer to an electron of mean thermal energy. The mobility gives more weight to faster electrons, whose mean energy is 2.5k_BT, as explained below. Judged by that energy, the window ends near 36 K and the absolute limit is reached near 56 K, so the formula should not be trusted much above 30 K. Erginsoy's mobility contains no temperature, but its use is confined to a range of temperatures.

At the four listed points inside the window the computed factor lies between 19 and 24, that is, within 19 % of 20. At ka = 0.05 it has dropped to 12, which is the small-k failure found in part (b).

Putting the computed s-wave cross-section into the mobility integral at 30 K gives 3829 cm²/Vs, within 1 % of the simple formula. That closeness is partly luck. In ⟨v²τ⟩ with constant τ, the weight of energy E is proportional to E^{3/2}exp(−E/k_BT), whose mean energy is 2.5k_BT. The corresponding ka is 0.355 × √(2.5/1.5) = 0.46, and there the table passes through 20. At another temperature the average would sample another part of the table. The spread of 19 % is the fairer measure of how well static exchange supports the factor.

Two further assumptions can be checked. Scattering is elastic as long as the electron cannot lift the donor from its ground state to its first excited level, which costs ¾Ry*. Only 0.3 % of the transport weight lies above that energy. Scattering by separate donors requires a mean free path well above 1/k. At the mean thermal energy the path is vτ = 44 nm and k times the path is 7.9, so the condition is met, though not by a wide margin. The mean donor spacing N^{−1/3} is 21.5 nm, about eleven effective Bohr radii.

**(e) Other processes scatter the electrons too. Show that μ_N is then a ceiling, and that adding inverse mobilities gives an upper estimate of the total. Evaluate it.**

Use these computed mobilities for each process acting alone at 30 K, with the same mass:

- Acoustic phonons: 8.44×10⁴ cm²/Vs (rough silicon values: deformation potential 9 eV, density 2330 kg/m³, sound speed 9000 m/s). The model treats this scattering as elastic with classical phonon occupation; at 30 K the largest phonon energy involved is about k_BT, so the value is uncertain by several per cent on this account alone.
- Charged impurities, in the Brooks-Herring model: 8.69×10⁴ cm²/Vs, for a chosen acceptor density of 1.0×10¹⁴ cm⁻³.

*Answer.* Independent processes add their rates, 1/τ = Σ 1/τ_i. Every added term shortens τ at every energy, so ⟨v²τ⟩ falls and the total mobility lies below μ_N.

For the estimate, choose positive numbers c_i whose sum is 1. Write c_i = (c_i√τ_i)(1/√τ_i) and apply the Cauchy-Schwarz inequality:

1 = (Σ c_i)² ≤ (Σ c_i²τ_i)(Σ 1/τ_i).

Hence τ ≤ Σ c_i²τ_i at each energy. Multiplying by ev²/(3k_BT) and averaging,

μ ≤ Σ c_i²μ_i.

The c_i are still free. Let S = Σ 1/μ_j and choose c_i = 1/(μ_iS), which do add up to 1. Then

μ ≤ Σ 1/(μ_iS²) = S/S² = 1/S.

So the sum of inverse mobilities, known as Matthiessen's rule, gives an upper estimate. Equality requires all the τ_i to depend on energy in the same way. Here they do not: in the model used, the phonon rate grows as E^{1/2}, the charged-impurity rate falls roughly as E^{−3/2}, and the neutral rate is constant.

With the given values,

1/μ ≥ 1/3798 + 1/84400 + 1/86900 = 2.87×10⁻⁴ Vs/cm²,

μ ≤ 3489 cm²/Vs.

Adding the rates at each energy before averaging gives 3316 cm²/Vs, 5 % below this estimate and 13 % below μ_N. Neutral donors are the main limit in this example.

That depends on the purity. Each acceptor takes an electron from a donor and leaves two charged centres. With 1.0×10¹³ cm⁻³ free electrons, whose donors are charged too, the total is 2.1×10¹⁴ cm⁻³. If the charged-impurity mobility is taken as inversely proportional to this density, ignoring the change in screening, it falls to μ_N at 23 times the density. This corresponds to roughly 2×10¹⁵ acceptors per cm³. The added charged donors also strengthen the screening, which raises the required number to about 5×10¹⁵ per cm³. Within the Brooks-Herring model this is a few per cent of the donor density. That model uses the Born approximation, which needs ka well above 1, whereas the electrons that matter here have ka near 0.5, and it overestimates the scattering. A partial-wave treatment of the same screened potential raises the charged-impurity mobility at 10¹⁴ acceptors per cm³ to about 1.3×10⁵ cm²/Vs and moves the crossing to about 1.4×10¹⁶ per cm³, somewhat more than a tenth of the donor density.

In the opposite case, with ten times fewer neutral donors and the other two mobilities held fixed, μ_N rises to 38 000 cm²/Vs. The upper estimate rises only to about 20 000 cm²/Vs, and neutral donors then supply only about half of the summed inverse mobility.

**(f) The parameters resemble shallow donors, such as phosphorus, in silicon. Which features of silicon does the model miss, and how far may each move the result? Does the ceiling apply at 300 K?**

*Answer.* A donor radius near 2 nm, a density of 10¹⁷ cm⁻³ and a temperature of 30 K are all reasonable for silicon, but the model simplifies the material in several ways. The estimates below are made one at a time and should not be multiplied together.

*The p wave.* Erginsoy's fit contains s waves only. With both s and p waves in static exchange, the neutral-donor mobility at 30 K is 3329 cm²/Vs, 13 % below the computed s-wave value. Polarization of the donor cloud, which static exchange omits, strengthens the p wave; with it included the mobility is near 3100 cm²/Vs, about 20 % below the corresponding s-wave value.

*Several valleys.* Silicon has six equivalent conduction-band minima. With two spins this gives 12 internal states per electron. If all were equally available on the donor as well, two electrons would have 12 × 12 = 144 joint states, of which 12 × 11/2 = 66 are antisymmetric. These go with the symmetric spatial wave, whose weight becomes 66/144 = 11/24 in place of ¼. At ka = 0.355 the s-wave rate then rises by 15 %. The rise shrinks at higher energy and vanishes near ka = 0.5, where singlet and triplet scatter almost equally. Since the mobility is governed by electrons around ka = 0.46, it falls by only a few per cent. In a real donor the valley states are split in energy, so this is an idealized estimate. For phosphorus the upper states of this group begin roughly 12 meV above the ground state, far below the ¾Ry* used in part (d). About a tenth of the transport weight at 30 K lies above 12 meV, so purely elastic scattering is a rougher assumption in silicon than in the hydrogen model.

*Unequal masses.* Each valley has a longitudinal mass of about 0.92 m_e and a transverse mass of about 0.19 m_e. A field accelerates the six valleys, on average, with the conductivity mass

m_c = 3m_e/(1/0.92 + 2/0.19) = 0.258 m_e.

Keeping the scattering rate found with 0.310 m_e but using m_c in eτ/m_c raises the mobility by the factor 1.20, to about 4550 cm²/Vs.

*The donor core.* Shallow donors in silicon are bound by roughly 45 meV, more than the 30.8 meV of the hydrogen model. If the radius is instead taken from the binding energy through Ry* = ħ²/(2ma²), at the same mass, it becomes 2.0 × √(30.8/45) = 1.65 nm, and μ_N rises to about 4600 cm²/Vs.

These corrections have both signs and range from a few per cent to about 20 %. The result for silicon is best read as a ceiling of three to five thousand cm²/Vs, not as a value known to three figures. It concerns electrons in the conduction band. Current carried by hopping from donor to donor is outside the model.

*Room temperature.* The ceiling does not carry over to 300 K, for two reasons. First, N counts neutral donors. For 10¹⁷ cm⁻³ donors in total, without acceptors and with a depth of 45 meV, an ionization balance that counts only the two spin states of the lowest donor level leaves about 4 % of them neutral at 300 K. Higher donor levels raise this share, but most donors are still charged, and charged donors scatter by a different law. Second, the thermal ka is 0.355 × √10 = 1.12, well beyond the limit 0.63 of part (b), so Erginsoy's cross-section cannot be used even for the few donors that remain neutral.

Most of the computed values used in these answers are collected in the numerical output below.

Values computed for the example and the checks

```
Neutral donor density N: 1.0e+17 cm^-3
Effective Bohr radius a: 2.0 nm
Product 20 a N: 4.000e+15 m^-2
e/hbar: 1.5193e+15 1/(V s)
Neutral-donor mobility: 0.3798 m^2/Vs
Neutral-donor mobility: 3798 cm^2/Vs
Temperature: 30 K
Relative permittivity (rough): 11.7
Hydrogenic mass: 0.310 m_e
Scaled Rydberg: 30.8 meV
Relaxation time: 0.669 ps
ka at energy 1.5 kB T: 0.355
Mean free path at that energy: 44.4 nm
k times mean free path: 7.9
Static exchange, ka=0.05: k sigma/a = 11.92
Static exchange, ka=0.20: k sigma/a = 23.72
Static exchange, ka=0.30: k sigma/a = 22.86
Static exchange, ka=0.40: k sigma/a = 21.11
Static exchange, ka=0.50: k sigma/a = 19.15
Temperature with thermal ka=0.2: 9.5 K
Temperature with thermal ka=0.5: 59.5 K
Mobility, computed s wave: 3829 cm^2/Vs
Mobility, computed s and p waves: 3329 cm^2/Vs
Transport weight above excitation: 0.31 %
Valley estimate, rate ratio: 1.149
Longitudinal, transverse mass (rough): 0.92, 0.19 m_e
Conductivity mass: 0.258 m_e
Anisotropy estimate, mobility ratio: 1.198
Donor depth (rough): 45 meV
Acceptor density (chosen): 1.0e+14 cm^-3
Free-electron density: 1.03e+13 cm^-3
Free electrons / band density: 1.3e-05
Charged-centre density: 2.10e+14 cm^-3
Deformation potential (rough): 9 eV
Density (rough): 2330 kg/m^3
Sound speed (rough): 9000 m/s
Charged-impurity mobility: 8.69e+04 cm^2/Vs
Acoustic-phonon mobility: 8.44e+04 cm^2/Vs
Inverse-sum mobility: 3489 cm^2/Vs
Combined-rate mobility: 3316 cm^2/Vs
Mean donor spacing N^(-1/3): 21.5 nm
a N^(1/3): 0.093
Neutral fraction, 1e17 total donors, 300 K: 4.0 %
```
